# Convergence of the Jacobi Iteration for Coupled-Cluster Amplitudes

Coupled-cluster amplitudes solve nonlinear equations. A simple iteration divides the residual by orbital-energy differences, subtracts the result from the amplitudes and repeats. This problem asks what fixes the convergence rate of that iteration, and how the rate is related to the excitation energies of the molecule.

**Setting.** The reference \(|0\rangle\) is a closed-shell restricted Hartree-Fock determinant with real canonical orbitals of energies \(\varepsilon_p\). Indices \(i,j\) denote occupied and \(a,b\) virtual spin orbitals. The cluster operator is
\[
T=\sum_\mu t_\mu\tau_\mu ,\qquad |\mu\rangle=\tau_\mu|0\rangle ,
\]
where \(\tau_\mu\) runs over all distinct spin-projection-conserving excitations up to a fixed rank. For CCSD these are the singles and doubles. The determinants \(|\mu\rangle\) are orthonormal. Define
\[
\bar H=e^{-T}He^{T},\quad E=\langle0|\bar H|0\rangle,\quad
\Omega_\mu(t)=\langle\mu|\bar H|0\rangle .
\]
A solution \(t^*\) satisfies \(\Omega(t^*)=0\). The gap \(\Delta_\mu\) is the sum of the virtual minus the sum of the occupied orbital energies in excitation \(\mu\). All gaps are assumed positive, and \(\Delta\) also denotes the diagonal matrix of gaps. Hartree atomic units are used.

## (a) The update

Separate the orbital-energy part of the residual and derive the Jacobi update. Then include a relaxation factor \(\alpha\).

**Solution.** Write \(H=F+V\) with \(F=\sum_p\varepsilon_pa_p^\dagger a_p\). Since \([F,a_a^\dagger]=\varepsilon_aa_a^\dagger\) and \([F,a_i]=-\varepsilon_ia_i\), each virtual creation operator in \(\tau_\mu\) contributes \(+\varepsilon_a\) and each occupied annihilation operator \(-\varepsilon_i\):
\[
[F,\tau_\mu]=\Delta_\mu\tau_\mu .
\]
Hence \([F,T]=\sum_\mu\Delta_\mu t_\mu\tau_\mu\). This is again a sum of excitation operators, which commute with \(T\), so the commutator expansion stops:
\[
e^{-T}Fe^T=F+\sum_\mu\Delta_\mu t_\mu\tau_\mu .
\]
Because \(F|0\rangle\) is proportional to \(|0\rangle\), its projection on \(\langle\mu|\) vanishes. Therefore
\[
\Omega_\mu=\Delta_\mu t_\mu+R_\mu(t),\qquad
R_\mu=\langle\mu|e^{-T}Ve^T|0\rangle .
\]
The equation \(\Omega_\mu=0\) reads \(t_\mu=-R_\mu/\Delta_\mu\). Evaluating the right side with the old amplitudes throughout gives the Jacobi update. Since \(R_\mu=\Omega_\mu-\Delta_\mu t_\mu\),
\[
t_\mu^{\rm new}=-\frac{R_\mu(t)}{\Delta_\mu}
=t_\mu-\frac{\Omega_\mu(t)}{\Delta_\mu}.
\]
Mixing a fraction \(\alpha\) of this result with \(1-\alpha\) of the old amplitude gives
\[
t^{\rm new}=t-\alpha\Delta^{-1}\Omega(t).
\]
The plain update has \(\alpha=1\). In effect, the gap serves as an estimate of how steeply the residual changes with its own amplitude.

## (b) The derivative of the residual

Find \(J_{\mu\nu}=\partial\Omega_\mu/\partial t_\nu\) for arbitrary amplitudes. Under what condition is it the equation-of-motion (EOM) matrix, whose eigenvalues are excitation energies?

**Solution.** Excitation operators commute with one another, so \(\partial e^{T}/\partial t_\nu=e^T\tau_\nu\) and \(\partial e^{-T}/\partial t_\nu=-\tau_\nu e^{-T}\). The product rule gives
\[
J_{\mu\nu}=\langle\mu|[\bar H,\tau_\nu]|0\rangle
=\langle\mu|\bar H|\nu\rangle-\langle\mu|\tau_\nu\bar H|0\rangle .
\]
Insert the complete set of determinants \(|\kappa\rangle\) into the last term:
\[
\langle\mu|\tau_\nu\bar H|0\rangle
=\sum_\kappa\langle\mu|\tau_\nu|\kappa\rangle\langle\kappa|\bar H|0\rangle .
\]
The factor \(\langle\mu|\tau_\nu|\kappa\rangle\) requires the rank of \(\kappa\) to equal that of \(\mu\) minus that of \(\nu\). The reference, of rank zero, contributes \(E\delta_{\mu\nu}\). Every other contributing \(\kappa\) has a rank of at least one and below that of \(\mu\). It lies in the amplitude manifold, because all lower ranks were included, and its matrix element is a residual. Thus
\[
J_{\mu\nu}=A_{\mu\nu}-\sum_{\kappa\ne0}\langle\mu|\tau_\nu|\kappa\rangle\Omega_\kappa,
\qquad
A_{\mu\nu}=\langle\mu|\bar H|\nu\rangle-E\delta_{\mu\nu}.
\]
At a solution the residuals vanish and \(J=A\).

To identify the eigenvalues of \(A\), write an excited state as \(e^T(r_0+\sum_\nu r_\nu\tau_\nu)|0\rangle\) with energy \(E+\omega\). Multiplying the Schrödinger equation by \(e^{-T}\) and projecting on \(\langle\mu|\) gives
\[
r_0\Omega_\mu+\sum_\nu\langle\mu|\bar H|\nu\rangle r_\nu=(E+\omega)r_\mu .
\]
The first term is zero at \(t^*\), leaving \(Ar=\omega r\). In a truncated theory this defines the EOM excitation energies, which are approximate.

The condition \(\Omega=0\) matters. For a linear H\(_4\) chain with spacing 1.8 bohr, treated by CCSD in the STO-3G basis, numerical differentiation of the update at \(t^*\) agrees with \(1-\Delta^{-1}A\) to \(2.4\times10^{-13}\) in the largest element. After a random displacement of the singles amplitudes, the largest element of \(J-A\) is 0.156 hartree, while the commutator formula still passes the numerical test.

## (c) The convergence criterion

Linearize the update about \(t^*\). Find the asymptotic error factor and the permitted range of \(\alpha\).

**Solution.** Let \(e=t-t^*\). From (b), \(\Omega(t^*+e)=Ae+O(e^2)\), so
\[
e^{\rm new}=Me+O(e^2),\qquad M=1-\alpha\Delta^{-1}A .
\]
For \(\alpha=1\) the iteration matrix is one minus the inverse gaps times the EOM matrix. Its eigenvectors obey
\[
Ax=\lambda\Delta x,\qquad Mx=(1-\alpha\lambda)x .
\]
The asymptotic error factor per update is the spectral radius
\[
\rho=\max_k|1-\alpha\lambda_k| .
\]
If \(\rho<1\), sufficiently small errors decay. If \(\rho>1\), a generic small error grows. At \(\rho=1\) the linear terms do not decide. The criterion is local and does not guarantee that a distant starting point reaches \(t^*\).

For a possibly complex \(\lambda\),
\[
|1-\alpha\lambda|^2=1-2\alpha\,{\rm Re}\,\lambda+\alpha^2|\lambda|^2 .
\]
Requiring this to be below one, with \(\alpha>0\), gives \(\alpha|\lambda|^2<2\,{\rm Re}\,\lambda\). Hence every \({\rm Re}\,\lambda_k\) must be positive, and
\[
0<\alpha<\alpha_c=\min_k\frac{2\,{\rm Re}\,\lambda_k}{|\lambda_k|^2}.
\]
For real \(\lambda\) and \(\alpha=1\) this is \(0<\lambda_k<2\). A value near zero means that the step is far too short. A value between one and two overshoots, so the error alternates in sign while it decays. Above two the overshoot exceeds the original error.

In the H\(_4\) chain at 1.8 bohr, the \(\lambda\) values of the totally symmetric singlets, the sector reached from zero amplitudes as shown in (e), run from 0.4033 to 1.1213. The slow end decides:
\[
\rho=1-0.4033=0.5967 .
\]
The factor measured by following small displacements through the nonlinear update is also 0.5967. One decimal digit costs \(\ln10/(-\ln0.5967)=4.5\) updates, and the iteration from zero amplitudes stops after 31, when the change in the amplitude vector falls below \(10^{-8}\). Within this sector, the other end limits relaxation: \(\alpha_c=2/1.1213=1.784\). At 0.95 and 1.05 times this value the measured factors are 0.900 and 1.100, on either side of the threshold.

## (d) Are the eigenvalues excitation energies divided by gaps?

Relate \(\lambda\) to \(\omega\) and \(\Delta\). State when the simple ratio is valid, and test the idea on a model with gaps 1 and 10 hartree and
\[
A=\begin{pmatrix}2.5&3\\3&10\end{pmatrix}\ \text{hartree}.
\]

**Solution.** Let \(y\) be the left vector obeying \(y^\dagger A=\lambda y^\dagger\Delta\). Multiplying \(Ax=\lambda\Delta x\) by \(y^\dagger\) gives, for a nondegenerate \(\lambda\),
\[
\lambda=\frac{y^\dagger Ax}{y^\dagger\Delta x}.
\]
This is a matrix element of \(A\) divided by the corresponding matrix element of \(\Delta\). The vectors \(x\) and \(y\) are in general not eigenvectors of \(A\), so the numerator does not supply an EOM energy.

If all amplitudes in a symmetry block share one gap \(g\), then \(\Delta x=gx\) and \(Ax=\lambda gx\). In that block \(\lambda=\omega/g\) exactly. A block with one amplitude is a special case.

The ratio also holds approximately for nearly pure configurations. Split \(A\) into its diagonal and a small off-diagonal part \(B\). Nondegenerate perturbation theory has no first-order shift from \(B\), so
\[
\omega_\mu=A_{\mu\mu}+O(B^2),\qquad
\lambda_\mu=\frac{A_{\mu\mu}}{\Delta_\mu}+O(B^2).
\]
This requires both the \(A_{\mu\mu}\) and the \(A_{\mu\mu}/\Delta_\mu\) to be well separated compared with the respective couplings.

Two relations hold without such assumptions. Determinants multiply, so
\[
\prod_k\lambda_k=\frac{\prod_k\omega_k}{\prod_\mu\Delta_\mu}.
\]
Moreover, \(Ax=0\) is the same equation for \(\lambda=0\) and \(\omega=0\). An excitation energy passing through zero therefore produces a mode that the update does not correct at linear order.

For the model, \(\omega^2-12.5\,\omega+16=0\) gives \(\omega=1.448\) and \(11.052\) hartree. Divided by the gaps in ascending order, these yield 1.448 and 1.105, which would suggest convergence. The actual iteration has
\[
(2.5-\lambda)(1-\lambda)-0.9=0,
\]
where \(0.9=3\times3/10\). Its roots are 0.541 and 2.959, and the second makes the plain update diverge. The coupling changes the two eigenvalue problems differently. Ordered ratios of excitation energies to gaps therefore cannot replace the generalized eigenvalues as a test of convergence.

The H\(_4\) chain shows the same difference in milder form. At 1.8 bohr the smallest ordered ratio is 0.586, from which one would predict an error factor of 0.414 instead of the correct 0.597. The products nevertheless agree: \(13.73/165.4=0.0830\), as does the product of the eight \(\lambda\).

## (e) Which excitations enter?

The iteration starts from \(t=0\). Determine which eigenvalues govern it when symmetry is maintained, and what rounding errors can change.

**Solution.** The Hamiltonian and the closed-shell reference are symmetric under spin rotations and, for the centrosymmetric molecules treated here, under spatial inversion. Starting from \(T=0\), the residual belongs to a totally symmetric singlet. Gaps depend on spatial orbitals and not on spin labels, so division by \(\Delta\) preserves this character. By induction every iterate remains in the sector, and \(\rho\) is to be computed there. In H\(_4\), 8 of the 26 dimensions of the amplitude space remain.

The lowest excitation of the molecule need not matter. At 1.8 bohr the lowest EOM energy, 0.255 hartree, belongs to a triplet, and the lowest singlet, 0.5624 hartree, has odd parity. Both are absent from the totally symmetric singlet list, which begins at 0.5697 hartree.

Finite-precision arithmetic can introduce small components of other symmetries. Unless they are projected out, they follow their own eigenvalues. Stretching H\(_4\) gives:

| Spacing (bohr) | \(\lambda\) range | \(\rho\), symmetric | \(\rho\), all |
|---|---|---|---|
| 1.8 | 0.403–1.121 | 0.597 | 0.683 |
| 2.6 | 0.245–1.350 | 0.755 | 0.856 |
| 3.4 | 0.172–1.756 | 0.828 | 1.026 |

The \(\lambda\) range refers to the symmetric sector. It widens at both ends, and its lower end sets the rate at all three spacings. The symmetric iteration needs 31, 56 and 87 updates.

The last column is set at all three spacings by an odd-parity triplet mode, with \(\lambda=0.317\), \(0.144\) and \(-0.026\). At 3.4 bohr this mode is unstable, but weakly. It fails at the lower end of the criterion: the lowest triplet EOM-CCSD energy has passed through zero, to \(-0.011\) hartree, and by (c) no \(\alpha>0\) stabilizes a negative \(\lambda\). The counted updates were projected onto the symmetric sector. As an estimate for an unprojected run, apply the linear factor at \(t^*\) to all 87 updates: a seed in this mode then grows by about \(1.0259^{87}\approx9\), which leaves rounding noise small. A much longer run would not be protected in this way.

## (f) Stretching H\(_2\)

In a minimal basis H\(_2\) has one occupied orbital \(g\) and one virtual orbital \(u\), of opposite parity. Let \(K=(gu|gu)\), and let \(a\) be the energy of the doubly excited determinant minus that of the reference. Solve the double-excitation equation, find the three values of \(\lambda\), and examine large bond length \(R\).

**Solution.** The two single excitations combine into a singlet and a triplet of odd parity. The double excitation is an even singlet. Each stands alone in its symmetry block, so \(\lambda=\omega/\Delta\) exactly for all three.

Parity removes the singles from the ground-state solution. With \(T=t\tau_D\), \(\tau_D^2=0\) and \(\langle D|\tau_D=\langle0|\),
\[
\Omega=\langle D|H(|0\rangle+t|D\rangle)
-t\langle0|H(|0\rangle+t|D\rangle).
\]
Let \(E_0=\langle0|H|0\rangle\). Then
\[
\Omega=K+t(E_0+a)-tE_0-Kt^2=K+at-Kt^2 .
\]
Its roots are
\[
t_\pm=\frac{a\pm\sqrt{a^2+4K^2}}{2K}.
\]
The energy is \(E_0+Kt\), so \(t_-\) is the ground state. The derivative there is
\[
\omega_D=a-2Kt_-=\sqrt{a^2+4K^2}.
\]
This is also the energy difference \(K(t_+-t_-)\), as required. CCSD is exact within this basis because H\(_2\) has two electrons.

For large \(R\), neglect overlap between the atomic orbitals. Let \(U\) be the repulsion of two electrons on one atom, and \(1/R\) that of electrons on different atoms. The densities of \(g\) and \(u\) are both half the sum of the atomic densities, and the product \(gu\) is half their difference. Consequently
\[
J_{gg}=J_{uu}=J_{gu}=\tfrac12(U+1/R),\qquad K=\tfrac12(U-1/R).
\]
The one-electron energies \(h_g\) and \(h_u\) become equal, so \(a=2h_u+J_{uu}-2h_g-J_{gg}\to0\). The orbital energies are \(\varepsilon_g=h_g+J_{gg}\) and \(\varepsilon_u=h_u+2J_{gu}-K\), which gives
\[
\varepsilon_u-\varepsilon_g\to J_{gu}-K=\frac1R .
\]
The double gap is \(2/R\), whereas \(\omega_D\to2K=U-1/R\) stays finite:
\[
\lambda_D\to\frac{UR-1}{2}.
\]
For the singles, the electron repulsion is \(J_{gu}+K=U\) in the singlet and \(J_{gu}-K=1/R\) in the triplet. In the correlated ground state it is \(J_{gg}-K=1/R\). Therefore \(\omega_S\to U-1/R\) and \(\omega_T\to0\). What remains of \(\omega_T\) at finite \(R\) comes from the neglected overlap and decays faster than \(1/R\). Division by the single gap \(1/R\) gives \(\lambda_S\to UR-1\) and \(\lambda_T\to0\).

The STO-3G values, with update counts for the symmetric iteration from zero, are:

| \(R\) (bohr) | \(\lambda_S\) | \(\lambda_T\) | \(\lambda_D\) | Updates |
|---|---|---|---|---|
| 1.4 | 0.775 | 0.485 | 0.648 | 17 |
| 4.0 | 1.581 | 0.048 | 0.820 | 13 |
| 6.0 | 3.331 | 0.002 | 1.667 | 44 |
| 7.0 | 4.259 | 0.0003 | 2.130 | none |

Among the tabulated distances, convergence is fastest at 4.0 bohr, where \(\lambda_D\) is closest to one. It is slower at 6.0 bohr and fails at 7.0 bohr, where \(\lambda_D\) exceeds two. Between 4 and 7 bohr \(\omega_D\) rises only from 0.567 to 0.632 hartree, while its gap falls from 0.692 to 0.297 hartree. The failure comes mainly from the collapsing gap, not from a vanishing excitation energy.

The computed crossing \(\lambda_D=2\) is at 6.71 bohr. The limiting formula puts it at \(R=5/U\). Taking \(U=2K+1/R=0.7746\) hartree from the data at 7 bohr gives 6.45 bohr, 4% below the computed value. For the singlet single, \(3/U=3.87\) bohr lies 15% below the computed 4.55 bohr; at this shorter distance the neglect of overlap is less justified.

Between these crossings the symmetric iteration converges although an odd-parity disturbance grows. At 6 bohr the measured growth factor is 2.331 per update, equal to \(\lambda_S-1\). Over the 44 updates of the table this amounts to \(2.331^{44}\approx10^{16}\), so a seed of rounding size is enough to make an unprojected run diverge. The tabulated count requires that the symmetry be kept exactly.

## (g) Beyond the threshold

Describe the symmetric H\(_2\) iteration with \(\alpha=1\) when \(\lambda=\lambda_D\) slightly exceeds two.

**Solution.** Measure the amplitude from the other root by \(q=t_+-t\). Since \(t_+-t_-=\omega_D/K\),
\[
\Omega=-K(t-t_+)(t-t_-)
=Kq\left(\frac{\omega_D}{K}-q\right)=\omega_Dq-Kq^2 .
\]
The update \(t^{\rm new}=t-\Omega/\Delta_D\) becomes
\[
q^{\rm new}=(1+\lambda)q-\frac{K}{\Delta_D}q^2 .
\]
Setting \(x=Kq/[\Delta_D(1+\lambda)]\) and \(r=1+\lambda\) yields the logistic map
\[
x^{\rm new}=rx(1-x).
\]
Seek two distinct values with \(y=rx(1-x)\) and \(x=ry(1-y)\). Subtracting the equations and dividing by \(x-y\) gives \(-1=r(1-x-y)\), so \(s=x+y=(r+1)/r\). Adding them gives \(s=r(s-s^2+2xy)\), hence \(xy=(r+1)/r^2\). Therefore
\[
(x-y)^2=s^2-4xy=\frac{(r+1)(r-3)}{r^2}.
\]
Converting back to \(t\) multiplies \(|x-y|\) by \(\Delta_Dr/K\):
\[
|t_1-t_2|=\frac{\Delta_D}{K}\sqrt{\lambda^2-4}.
\]
The cycle appears at \(\lambda=2\). A small error is multiplied over two updates by
\[
r^2(1-2x)(1-2y)=r^2-2r(r+1)+4(r+1)=5-\lambda^2 .
\]
The cycle is linearly stable for \(2<\lambda<\sqrt6\).

At 7 bohr \(\lambda=2.130\), and the predicted width is
\[
\frac{0.29666}{0.31588}\sqrt{2.1299^2-4}=0.688 .
\]
The iteration indeed alternates between \(t=-1.266\) and \(-0.578\), on either side of the solution \(-0.983\). Bounded oscillation is therefore no sign of approaching convergence.

Within the symmetric sector, relaxation restores local convergence for \(0<\alpha<2/2.130=0.939\). An unprojected run must also damp the singlet single, whose \(\lambda_S=4.259\) requires \(\alpha<2/4.259=0.470\). The choice \(\alpha=1/\lambda\) removes the linear error in this one-amplitude sector. It practically coincides with the limit for the singlet single, whose error factor would be \(1-4.2594/2.1299=-0.9998\), so without projection an error in that mode would barely decay. A triplet error, with \(\lambda_T\approx0.0003\), barely decays for any \(\alpha\) below 0.470. With several different \(\lambda\), one factor cannot remove the linear error of every mode: shortening the step to control a large \(\lambda\) also slows the modes with small \(\lambda\).

The minimal basis makes these distances illustrations, not predictions for real hydrogen. In the 6-31G and cc-pVDZ bases the largest symmetric \(\lambda\) of H\(_2\) reaches two only at 8.3 to 8.4 bohr instead of 6.71, and the first crossing over all sectors moves from 4.55 to 5.4 bohr. In 6-31G the observed H\(_4\) error factors are about 0.62, 0.76 and 0.85, with 33, 58 and 99 updates. The H\(_4\) values also omit connected triples and quadruples. The numerical output follows.

## Numbers as computed

```
Linear H4, RHF/STO-3G, CCSD; energies in hartree, lengths in bohr
spacing 1.8: E(CCSD) = -2.175403
  lambda range 0.4033 to 1.1213, max imaginary part 0.0e+00
  ordered omega/gap range 0.5864 to 0.8381
  rho predicted 0.59673, measured 0.59673; 31 updates
  rho over all spins and parities 0.6826
  amplitudes 26, symmetric singlets 8
  largest |map derivative - EOM formula| 2.4e-13
  omega: 0.5697 0.8816 1.0971 1.3185 1.7319 1.8771 2.1711 2.6784
  gaps:  0.9715 1.3402 1.4279 1.9431 2.3118 2.3118 2.6805 3.1956
  lambda: 0.4033 0.6130 0.6969 0.7219 0.7963 0.8442 0.8859 1.1213
  EOM formula error away from solution 0.1564 hartree
  critical alpha 1.7836; rate at 0.95 of it 0.9000, at 1.05 of it 1.1000
  energy difference to library updates 3.6e-15 hartree
  library EOM singlets: 0.56242 0.56973
spacing 2.6: E(CCSD) = -2.038070
  lambda range 0.2449 to 1.3502, max imaginary part 0.0e+00
  ordered omega/gap range 0.4054 to 0.9922
  rho predicted 0.75507, measured 0.75507; 56 updates
  rho over all spins and parities 0.8556
spacing 3.4: E(CCSD) = -1.933642
  lambda range 0.1724 to 1.7557, max imaginary part 0.0e+00
  ordered omega/gap range 0.3137 to 1.3414
  rho predicted 0.82755, measured 0.82755; 87 updates
  rho over all spins and parities 1.0259
H2, RHF/STO-3G, CCSD; order: singlet single, triplet single, double
bond 1.4: gap single 1.24847, double 2.49694
  omega 0.96798 0.60547 1.61841 ; lambda 0.7753 0.4850 0.6482
  K 0.18126, a 1.57729, t -0.11344; 17 updates
bond 4.0: gap single 0.34584, double 0.69167
  omega 0.54670 0.01645 0.56745 ; lambda 1.5808 0.0476 0.8204
  K 0.26513, a 0.20206, t -0.68909; 13 updates
bond 6.0: gap single 0.18266, double 0.36532
  omega 0.60839 0.00035 0.60889 ; lambda 3.3307 0.0019 1.6667
  K 0.30402, a 0.03224, t -0.94838; 44 updates
  parity-breaking seed grows by 2.3307 per update
bond 7.0: gap single 0.14833, double 0.29666
  omega 0.63180 0.00004 0.63185 ; lambda 4.2594 0.0003 2.1299
  K 0.31588, a 0.01097, t -0.98278; not converged
  two-cycle t = -1.26572 and -0.57785, width 0.68787
lambda = 2 at bond 4.5454 (singlet single), 6.7140 (double)
Model gaps 1, 10 and A = [[2.5, 3], [3, 10]] (hartree):
  omega/gap 1.4477 1.1052 ; lambda 0.5407 2.9593
```
